\section*{Field-Effect Mobility and Effective Mobility in a Low-Bias Transistor}

\section{The claim and the definitions}

\textbf{Q:} I have the transfer curve of a long n-channel transistor at small drain voltage. In the linear regime $I=(W/L)\mu C_{ox}V V_D$, with $V$ the gate voltage above threshold. Differentiating gives $g_m=(W/L)\mu C_{ox}V_D$, so the transconductance hands me the mobility, and I need not even know the threshold. Why should anyone measure the charge separately?

\textbf{A:} Your differentiation treated $\mu$ as a constant. If $\mu$ depends on gate voltage, the product rule gives
\begin{equation}
\frac{g_m}{V_D}=\frac{W}{L}C_{ox}\left(\mu+V\frac{d\mu}{dV}\right),
\end{equation}
and the second term is as large as the first when $\mu$ changes by its own size over a voltage $V$. You also assumed that the whole drain voltage falls along the channel, and that each increment of gate voltage adds charge $C_{ox}\,dV$ per area. We should give the two mobilities separate names before comparing them.

\textbf{Q:} Then define them.

\textbf{A:} Let $Q>0$ be the magnitude of the mobile charge per area and $G_{ch}$ the conductance of the channel alone at vanishing drain voltage. The effective mobility $\mu$ and the field-effect mobility $\mu_{FE}$ are
\begin{equation}
\mu=\frac{L\,G_{ch}}{W Q},\qquad
\mu_{FE}=\frac{L\,g_m}{W C_{ox}V_D},\qquad
g_m=\left.\frac{\partial I}{\partial V}\right|_{V_D}.
\label{defs}
\end{equation}
Here $V$ is referred to the outer source terminal and counted from threshold. The first definition uses a conductance, the second its slope. I also write $C_{gc}=dQ/dV$ for the gate-to-channel capacitance per area.

\section{From the channel to the terminals}

\textbf{Q:} My contacts have resistance. Can you include it without guessing where it enters?

\textbf{A:} Yes. Take a long channel in the gradual-channel approximation, with no gate leakage, and a mobility that depends on the local charge. If $\phi(y)$ is the quasi-Fermi potential along the channel, rising from source to drain, the current is $I=W\mu Q\,d\phi/dy$. It is the same at every $y$, so integration over the length gives
\begin{equation}
I=\frac{W}{L}\int_{IR/2}^{V_D-IR/2}\mu Q\,d\phi ,
\label{current}
\end{equation}
where $\mu$ and $Q$ are evaluated at the local gate voltage $V-\phi$. The limits contain the voltage drops in the contacts, each of resistance $R/2$.

For small $V_D$ the whole range of $\phi$ lies within $V_D$ of zero. The integrand may then be taken at $\phi=0$, with an error of second order in the current:
\begin{equation}
I=G_{ch}(V_D-IR)+O(V_D^2),\qquad G_{ch}=\frac{W}{L}\mu Q .
\end{equation}
Collecting the terms in $I$ gives $I(1+RG_{ch})=G_{ch}V_D$, so the terminal conductance is
\begin{equation}
G=\lim_{V_D\to0}\frac{I}{V_D}=\frac{G_{ch}}{1+RG_{ch}} .
\label{G}
\end{equation}

\textbf{Q:} And the transconductance is the gate derivative of this?

\textbf{A:} It is $V_D\,dG/dV$ to leading order. Let a prime mean $d/dV$, and let $R$ depend on gate voltage too. The quotient rule gives
\begin{align}
G'&=\frac{G_{ch}'(1+RG_{ch})-G_{ch}(R'G_{ch}+RG_{ch}')}{(1+RG_{ch})^2}\nonumber\\
&=\frac{G_{ch}'-G_{ch}^2R'}{(1+RG_{ch})^2},
\label{Gprime}
\end{align}
because the two terms $RG_{ch}G_{ch}'$ cancel. For the channel itself,
\begin{equation}
G_{ch}'=\frac{W}{L}\left(\mu\frac{dQ}{dV}+Q\frac{d\mu}{dQ}\frac{dQ}{dV}\right)
=\frac{W}{L}C_{gc}\left(\mu+Q\frac{d\mu}{dQ}\right).
\end{equation}
Multiplying \eqref{Gprime} by $L/(WC_{ox})$ yields
\begin{equation}
\mu_{FE}=\frac{\dfrac{C_{gc}}{C_{ox}}\left(\mu+Q\dfrac{d\mu}{dQ}\right)
-\dfrac{L}{WC_{ox}}G_{ch}^2\dfrac{dR}{dV}}{(1+RG_{ch})^2}.
\label{main}
\end{equation}
Your identification holds over a range of gate voltage if $\mu$ is constant, $C_{gc}=C_{ox}$ and $R=0$. Outside these conditions the factors can still compensate one another, but nothing in the measurement of $g_m$ tells you that they have done so.

\textbf{Q:} I had heard that series resistance adds a derivative term. For constant $R$ I see just a denominator.

\textbf{A:} Both descriptions can be made correct. If you ignore $R$ and divide the terminal conductance by the charge, you obtain an apparent mobility
\begin{equation}
\mu_{app}=\frac{LG}{WQ}=\frac{\mu}{1+RG_{ch}} .
\end{equation}
Since $G=(W/L)\mu_{app}Q$, the product rule then gives
\begin{equation}
\mu_{FE}=\frac{C_{gc}}{C_{ox}}\mu_{app}+\frac{Q}{C_{ox}}\frac{d\mu_{app}}{dV}.
\end{equation}
Even for constant $\mu$ and $R$, $\mu_{app}$ falls as $G_{ch}$ grows, and that fall is the derivative term you heard about. Relative to their values at $R=0$, a constant $R$ divides $\mu_{app}$ by one power of $1+RG_{ch}$ and $\mu_{FE}$ by two. A gate-dependent $R$ adds the separate term in \eqref{main}.

\section{What the slope measures}

\textbf{Q:} Suppose I remove the resistance. Isn't the slope then the mobility of the carriers I have just added?

\textbf{A:} Not in general. With sheet conductivity $\sigma=\mu Q$, the bracket in \eqref{main} is a differential mobility,
\begin{equation}
\mu_{diff}=\frac{d\sigma}{dQ}=\mu+Q\frac{d\mu}{dQ}.
\end{equation}
The last term is the change in the mobility of all the carriers already present. If added charge screens impurities, everyone moves more easily and $\mu_{diff}>\mu$. If the added charge presses the carriers against a rough interface, everyone is slowed and $\mu_{diff}<\mu$. It can even be negative: when $\mu$ falls faster than $1/Q$, conductivity decreases as charge is added, although every carrier has a positive mobility.

\textbf{Q:} Is there at least a fixed relation between the two curves?

\textbf{A:} For $R=0$ there is. Equation \eqref{main} becomes $C_{ox}\mu_{FE}=d(\mu Q)/dV$. Far below threshold $\mu Q$ tends to zero, so integration up to $V$ gives
\begin{equation}
\mu(V)=\frac{C_{ox}}{Q(V)}\int_{-\infty}^{V}\mu_{FE}\,dV_1
=\frac{1}{Q}\int_0^Q\mu_{diff}\,dQ_1 .
\label{average}
\end{equation}
Effective mobility is the average of differential mobility over the accumulated charge. An average cannot exceed the largest value averaged, so the maximum of $\mu_{diff}$ is at least as high as that of $\mu$. At an interior maximum of $\mu$, $d\mu/dQ=0$ and the two are equal.

\section{A transistor with numbers}

\textbf{Q:} How large is all this in an ordinary case?

\textbf{A:} Let us take a model transistor with round parameters: $W/L=10$, $C_{ox}=2.0\,\mu\mathrm{F/cm^2}$, a constant total $R=40\,\Omega$, and temperature 300~K. With $u=Q/C_{ox}$ and thermal voltage $\phi_t=25.85$~mV, let the charge obey
\begin{equation}
V-\phi=u+\phi_t\ln\frac{u}{\phi_t}.
\end{equation}
The first term is the voltage across the oxide; the second is the shift of the chemical potential of a nondegenerate electron sheet. Degeneracy, the finite thickness of the inversion layer, traps and changes in depletion charge are left out. In a silicon inversion layer at 300~K degeneracy already matters at a few $10^{12}\,\mathrm{cm^{-2}}$ and lowers the gate-to-channel capacitance further. The thickness of the layer lowers it more at this $C_{ox}$: a charge centroid 1~nm from the interface adds a series capacitance of about $10\,\mu\mathrm{F/cm^2}$, which would bring $C_{gc}/C_{ox}$ at $9\times10^{12}\,\mathrm{cm^{-2}}$ from 0.965 to about 0.81. Hence the capacitance factors below belong to the model and are not predictions for a silicon device. Differentiating at $\phi=0$ gives $1=(1+\phi_t/u)\,du/dV$, hence
\begin{equation}
\frac{C_{gc}}{C_{ox}}=\frac{du}{dV}=\frac{u}{u+\phi_t}<1 .
\end{equation}

For the mobility, combine three scattering limits by $1/\mu=\sum_i1/\mu_i$. At density $n=Q/e=10^{12}\,\mathrm{cm^{-2}}$ they are 400, 600 and $10^5\,\mathrm{cm^2/(V\,s)}$, and they vary as $n^{p_i}$ with $p_i=1,-1/3,-2$. Differentiating the sum with respect to $\ln n$ gives $-\mu^{-2}d\mu/d\ln n=-\sum_ip_i/\mu_i$, so
\begin{equation}
s\equiv\frac{d\ln\mu}{d\ln n}=\mu\sum_i\frac{p_i}{\mu_i},\qquad
\mu_{diff}=\mu(1+s).
\end{equation}
The results in the limit of vanishing drain voltage, with mobilities in $\mathrm{cm^2/(V\,s)}$, are:

\begin{center}
\begin{tabular}{cccccc}
$V$ (V) & $\mu$ & $\mu_{diff}$ & $\mu_{FE}$, $R=0$ & $\mu_{FE}$ & $\mu_{app}$\\ \hline
0.1 & 229 & 344 & 254 & 247 & 226\\
0.2 & 293 & 339 & 291 & 271 & 283\\
0.4 & 289 & 236 & 219 & 188 & 269\\
0.6 & 255 & 157 & 150 & 122 & 230\\
0.8 & 221 & 101 & 97 & 77 & 196\\
1.0 & 191 & 60 & 58 & 45 & 167
\end{tabular}
\end{center}

\textbf{Q:} At 0.8~V my method would miss by almost a factor of three. Which term does the damage?

\textbf{A:} There $\mu=220.7\,\mathrm{cm^2/(V\,s)}$, $C_{gc}/C_{ox}=0.9651$ and $s=-0.5432$. The numerator of \eqref{main}, in the same mobility unit, is
\begin{equation}
0.9651\times220.7\,(1-0.5432)=213.0-115.7=97.3 .
\end{equation}
With $Q=1.4284\,\mu\mathrm{C/cm^2}$, the channel conductance is
\begin{equation}
G_{ch}=10\times220.7\times1.4284\times10^{-6}\,\mathrm{S}=3.152\,\mathrm{mS}.
\end{equation}
Thus $RG_{ch}=0.1261$, the denominator is $1.1261^2=1.268$, and $\mu_{FE}=97.3/1.268=76.7\,\mathrm{cm^2/(V\,s)}$. This is 35\% of $\mu$. The three factors are 0.965 from capacitance, 0.457 from the changing mobility and $1/1.268=0.789$ from resistance. The mobility derivative does most of the damage here.

\textbf{Q:} But at 0.2~V, without resistance, I get 291 against a true 293. Surely the method works near its peak.

\textbf{A:} That agreement is a cancellation. At 0.2~V the rising mobility makes $\mu_{diff}/\mu=339.4/293.2=1.16$, while the capacitance factor is $290.6/339.4=0.86$. Their product is 0.99. Change the oxide capacitance or the scattering and the two factors need not compensate.

The peaks tell the same story. The largest $\mu$ is 301 at 0.272~V, whereas $\mu_{diff}$ reaches 357 at 0.139~V, 18\% above the peak of $\mu$, in keeping with \eqref{average}. The capacitance factor brings the peak of $\mu_{FE}$ at $R=0$ down to 293, and the resistance brings it to 277, all in $\mathrm{cm^2/(V\,s)}$. Nor is $\mu_{FE}$ a lower bound: at a gate voltage of 0.1~V and vanishing drain voltage it exceeds $\mu$ by 8\% of $\mu$, even with the resistance present.

\textbf{Q:} What happens at the two ends of the gate range?

\textbf{A:} Far below threshold the limit proportional to $n$ dominates in this model, so $s\to1$ and $\mu_{diff}\to2\mu$. But $C_{gc}/C_{ox}\to u/\phi_t$, and $RG_{ch}\to0$, so
\begin{equation}
\frac{\mu_{FE}}{\mu}\to\frac{2u}{\phi_t}\to0 .
\end{equation}
The ratio vanishes because each increment of gate voltage adds little charge. The effective mobility itself falls in proportion to $n$ here, so $\mu_{FE}$ falls as $n^2$. At very high density the $n^{-2}$ limit dominates and $s\to-2$. Then $\mu_{diff}\to-\mu$: the model predicts negative transconductance and therefore negative $\mu_{FE}$. With the present parameters the sign changes only near 1.5~V, where the field in a silicon dioxide gate insulator would be about 8~MV/cm, close to breakdown. The limit $s\to-2$ lies far beyond breakdown, so it describes the formula and not a working transistor. A negative value is no contradiction for a slope, but it cannot be read as the mobility of the carriers.

\section{Can the transfer curve correct itself?}

\textbf{Q:} Perhaps I can fit the curve and extract both the mobility degradation and $R$.

\textbf{A:} Try the simplest strong-inversion model, $Q=C_{ox}V$ and $\mu=\mu_0/(1+\theta V)$, with constant $R$. Define $k=WC_{ox}\mu_0/L$. Then $1/G_{ch}=(1+\theta V)/(kV)$, and adding $R$ gives
\begin{equation}
G=\frac{1}{R+(1+\theta V)/(kV)}=\frac{kV}{1+aV},\qquad a=\theta+kR .
\end{equation}
Its derivative is
\begin{equation}
G'=\frac{k(1+aV)-kVa}{(1+aV)^2}=\frac{k}{(1+aV)^2},\qquad
\mu_{FE}=\frac{\mu_0}{(1+aV)^2}.
\end{equation}
The curve contains $\theta$ and $R$ through the one combination $a$. No fit to this curve alone can separate them.

Let $\mu_0=300\,\mathrm{cm^2/(V\,s)}$, with the previous $W/L$ and $C_{ox}$, so $k=6.0\times10^{-3}\,\mathrm{A/V^2}$. Device A has $\theta=0$ and $R=40\,\Omega$; device B has $R=0$ and $\theta=kR_A=0.24\,\mathrm{V^{-1}}$, where $R_A$ is the resistance of A. In the limit of vanishing drain voltage their transfer curves coincide. At 0.8~V both give
\begin{equation}
\mu_{FE}=\frac{300}{(1+0.24\times0.8)^2}=211\,\mathrm{cm^2/(V\,s)},
\end{equation}
yet $\mu=300$ in A and $300/1.192=252$ in B, in the same unit.

\textbf{Q:} What extra measurement would distinguish them?

\textbf{A:} Within this model, use transistors that differ in channel length and share $\mu_0$, $\theta$ and $R$. Then $k$ varies as $1/L$, and a plot of $a=\theta+kR$ against $k$ has slope $R$ and intercept $\theta$. If the contacts or the mobility also change with length, that reading fails.

\textbf{Q:} At least resistance can only make my mobility too small, so my value is conservative.

\textbf{A:} That holds for the effect of a constant $R$ on a positive slope. If the gate also opens the contacts, $R'<0$ and the extra term in \eqref{main} is positive. Take constant $\mu$, $C_{gc}=C_{ox}$ and $G_{ch}=kV$, now with $k=WC_{ox}\mu/L$. The condition $\mu_{FE}>\mu$ becomes
\begin{align}
1-kV^2R'&>(1+kRV)^2=1+2kRV+k^2R^2V^2,\nonumber\\
-R'&>\frac{2R}{V}+kR^2,
\end{align}
after subtracting 1 and dividing by $kV^2$. For $R=A e^{-V/B}$ we have $-R'=R/B$, so the condition is $1/B>2/V+kR$.

Choose $A=10^5\,\Omega$, $B=0.1$~V, $V=0.6$~V and constant $\mu=300\,\mathrm{cm^2/(V\,s)}$. Then $R=247.9\,\Omega$, and the condition reads $10>3.3+1.5$ in $\mathrm{V^{-1}}$, which is satisfied. With the full charge model, $\mu_{FE}=476\,\mathrm{cm^2/(V\,s)}$. Hold $R$ fixed at that same value and it drops to $91\,\mathrm{cm^2/(V\,s)}$. The channel mobility is 300 in both cases; the excess comes from the contact opening as the gate is swept.

\section{Finite drain voltage and a sound extraction}

\textbf{Q:} I measure at 50~mV, not at zero. Does that matter?

\textbf{A:} Return to the constant $R=40\,\Omega$, split equally between the contacts. Refer the gate to the midpoint of source and drain, $V_m=V-V_D/2$. Exchanging the two ends at fixed $V_m$ changes the sign of $V_D$ and of $I$ and nothing else. Hence $I$ is odd in $V_D$, $I/V_D$ is even, and
\begin{align}
\frac{g_m}{V_D}&=G'(V_m)+O(V_D^2)\nonumber\\
&=G'(V)-\frac{V_D}{2}G''(V)+O(V_D^2).
\end{align}
At fixed source-referenced $V$ the leading error is therefore linear. From the tabulated neighbours of 0.8~V, the slope of $\mu_{FE}$ is about $(45.0-122.3)/0.4=-193\,\mathrm{cm^2/(V^2\,s)}$. The shift is $-0.025\times(-193)=4.8\,\mathrm{cm^2/(V\,s)}$, which predicts 81.5 instead of 76.7. Solving \eqref{current} at 50~mV and differentiating the current gives 81.6. This is 6\% above the zero-bias value, and still far from $\mu=221$.

The same direct solution at $10\,\mu$V tests \eqref{main} for constant $R$: over the six gate voltages in the table, with and without $R$, the largest relative difference is $2.4\times10^{-5}$. The numerical output gives the details.

\textbf{Q:} So what should I do if I want $\mu$?

\textbf{A:} Measure $C_{gc}$ and integrate it from well below threshold to obtain $Q$. Check that gate leakage is negligible, as \eqref{current} assumes; with a thin oxide it may not be. Find $R$ independently. Since \eqref{G} gives $V_D/I=R+1/G_{ch}$ at small $V_D$, subtract $R$ and use
\begin{equation}
\mu=\frac{L}{WQ\,(V_D/I-R)} .
\label{extract}
\end{equation}
Applied to the simulated terminal current at 0.8~V and $V_D=10\,\mu$V, this returns $220.7\,\mathrm{cm^2/(V\,s)}$, the mobility put into the channel. At your 50~mV, take $Q$ at the midpoint gate voltage $V-V_D/2$ and assign the resulting mobility to that voltage. The choice matters at low gate voltage: at $V=0.1$~V, using $Q(V)$ with the 50~mV current would return 151 instead of $229\,\mathrm{cm^2/(V\,s)}$, whereas the midpoint rule returns 200 against $\mu=196\,\mathrm{cm^2/(V\,s)}$ at the midpoint voltage 0.075~V, an error of 2\%. At $V=0.05$~V its error has grown to 9\%. At threshold and below, the conductivity varies almost exponentially over 50~mV and the midpoint rule fails too: at $V=0$ it returns 48 instead of $36\,\mathrm{cm^2/(V\,s)}$, the mobility at the midpoint voltage $-0.025$~V. There you need a drain voltage well below $\phi_t$.

\textbf{Q:} How accurately must I know $R$?

\textbf{A:} If you subtract $R+\delta$ instead of $R$, the bracket in \eqref{extract} becomes $1/G_{ch}-\delta$, and the extracted value is $\mu/(1-\delta G_{ch})$. At 0.8~V, an overestimate of $10\,\Omega$ gives $\delta G_{ch}=0.032$ and a mobility about 3\% too high. The charge matters equally directly: if traps respond in the capacitance measurement but do not carry current, $Q$ is overestimated and $\mu$ comes out too low in the same proportion.

\textbf{Q:} Then my transconductance value is still a valid number, but I should report it as a slope.

\textbf{A:} Yes, with its gate voltage, drain voltage and treatment of the contacts. To call it the effective mobility, you must also show that the charge, the mobility and the resistance meet the conditions under which the slope and the ratio agree.

\section*{Calculated quantities}
\begin{verbatim}
Temperature 300 K; thermal voltage 25.852 mV
Cox 2.0 uF/cm^2; W/L 10; R 40 ohm
Mobility limits at n = 1e12 cm^-2, in cm^2/(V s):
  rising 400; n^(-1/3) 600; n^(-2) 100000
Table: V in V; n in 1e12 cm^-2; mobilities in cm^2/(V s)
  V     n      mu    mu_diff  FE(R=0)  FE(R)  mu_app
 0.1  0.913   229.1    343.8    254.0   247.3   226.1
 0.2  1.921   293.2    339.4    290.6   270.7   283.0
 0.4  4.168   289.4    235.7    218.7   188.5   268.6
 0.6  6.520   255.0    157.2    149.7   122.3   230.4
 0.8  8.915   220.7    100.8     97.3    76.7   196.0
 1.0 11.335   190.5     60.0     58.3    45.0   167.3
Decomposition at V = 0.8 V:
  Q = 1.4284 uC/cm^2
  Cgc/Cox = 0.9651
  d ln(mu)/d ln(n) = -0.5432
  capacitance term = 213.0 cm^2/(V s)
  derivative term = -115.7 cm^2/(V s)
  Gch = 3.1524 mS; R*Gch = 0.1261
  (1+R*Gch)^2 = 1.2681
  mu_FE/mu = 0.3477
  mu recovered from terminals = 220.7 cm^2/(V s)
  simulated mu_FE at VD = 50 mV: 81.6 cm^2/(V s)
Peaks: gate voltage in V, mobility in cm^2/(V s)
  mu: 0.272, 301.2
  mu_diff: 0.139, 356.8
  mu_FE, R=0: 0.176, 292.7
  mu_FE, with R: 0.162, 276.5
Twin devices at V = 0.8 V, mu0 = 300 cm^2/(V s):
  A: theta = 0, R = 40 ohm, mu = 300.0 cm^2/(V s)
  B: theta = 0.240 1/V, R = 0, mu = 251.7 cm^2/(V s)
  both: mu_FE = 211.1 cm^2/(V s)
Gated contact at V = 0.6 V, constant mu = 300 cm^2/(V s):
  R = A exp(-V/B), A = 100000 ohm, B = 0.1 V
  R = 247.9 ohm; mu_FE = 476.1 cm^2/(V s)
  same R held fixed: mu_FE = 90.5 cm^2/(V s)
Largest relative formula-simulation difference: 2.41e-05
  in that comparison VD = 10 uV
Error ratio on halving VD, midpoint gate fixed: 4.002
Error ratio on halving VD, source-gate fixed: 2.002
\end{verbatim}
